# D, Q and G Positivity Conditions for the Two-Body Density Matrix: a numerical check

```python
"""
Result under test: for an ensemble of exactly N fermions in r spin-orbitals,
  D[i,j,k,l] = <a_i+ a_j+ a_l a_k>,  Q[i,j,k,l] = <a_i a_j a_l+ a_k+>,
  G[i,j,k,l] = <a_i+ a_j a_l+ a_k>
are positive semidefinite, and Q and G follow from D alone.  The conditions are
necessary but not sufficient: two islands A, B of three levels each, holding
three fermions, with H = E_C (N_A - 3/2)^2, give an explicit counterexample.
gamma[i,k] = <a_i+ a_k>;  a_in, c_out = pair occupations within / between islands.
"""
import itertools
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.optimize import brentq, linprog

r, N = 6, 3
E_C = 1.0e-22                       # charging energy in J, a chosen round value
rng = np.random.default_rng(7)
eye = np.eye(r)
pairs = list(itertools.product(range(r), repeat=2))
upper = [i * r + j for i, j in pairs if i < j]

# ---------- explicit Fock-space matrices ----------
def annihilator(p):
    lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    out = np.eye(1)
    for q in range(r):
        out = np.kron(out, sign if q < p else lower if q == p else np.eye(2))
    return out

an = [annihilator(p) for p in range(r)]
cr = [x.T for x in an]
dim = 2 ** r
for i, j in pairs:
    assert np.allclose(an[i] @ cr[j] + cr[j] @ an[i], eye[i, j] * np.eye(dim))
    assert np.allclose(an[i] @ an[j] + an[j] @ an[i], 0)
occ_all = np.array([np.diag(cr[p] @ an[p]) for p in range(r)]).T
sector = np.where(np.isclose(occ_all.sum(axis=1), N))[0]
occ = occ_all[sector]

left = {"D": np.array([cr[i] @ cr[j] for i, j in pairs]),
        "Q": np.array([an[i] @ an[j] for i, j in pairs]),
        "G": np.array([cr[i] @ an[j] for i, j in pairs])}
right = {"D": np.array([an[l] @ an[k] for k, l in pairs]),
         "Q": np.array([cr[l] @ cr[k] for k, l in pairs]),
         "G": np.array([cr[l] @ an[k] for k, l in pairs])}

def random_density(states, rank):
    x = rng.normal(size=(len(states), rank)) + 1j * rng.normal(size=(len(states), rank))
    rho = np.zeros((dim, dim), complex)
    rho[np.ix_(states, states)] = x @ x.conj().T
    return rho / np.trace(rho).real

def from_definition(rho, kind):
    first = (rho @ left[kind]).reshape(r * r, -1)
    second = right[kind].transpose(0, 2, 1).reshape(r * r, -1)
    return (first @ second.T).reshape(r, r, r, r)

def gamma_direct(rho):
    return np.array([[np.trace(rho @ cr[i] @ an[k]) for k in range(r)] for i in range(r)])

# ---------- derived maps ----------
def contract(D):
    return np.einsum('ijkj->ik', D) / (N - 1)

def map_Q(D, g):
    return (np.einsum('ik,jl->ijkl', eye, eye) - np.einsum('il,jk->ijkl', eye, eye)
            - np.einsum('jl,ki->ijkl', eye, g) - np.einsum('ik,lj->ijkl', eye, g)
            + np.einsum('il,kj->ijkl', eye, g) + np.einsum('jk,li->ijkl', eye, g)
            + np.einsum('klij->ijkl', D))

def map_G(D, g):
    return np.einsum('jl,ik->ijkl', eye, g) - np.einsum('ilkj->ijkl', D)

def mat(T):
    return T.reshape(r * r, r * r)

def lowest(D):
    """Smallest eigenvalues of D and Q (pairs i<j) and of G (all i,j)."""
    g = contract(D)
    sub = np.ix_(upper, upper)
    return np.array([np.linalg.eigvalsh(mat(D)[sub])[0],
                     np.linalg.eigvalsh(mat(map_Q(D, g))[sub])[0],
                     np.linalg.eigvalsh(mat(map_G(D, g)))[0]])

# ---------- random complex N-particle ensemble ----------
rho = random_density(sector, 4)
D = from_definition(rho, "D")
gamma = contract(D)
Q, G = map_Q(D, gamma), map_G(D, gamma)
err_gamma = abs(gamma - gamma_direct(rho)).max()
err_Q = abs(Q - from_definition(rho, "Q")).max()
err_G = abs(G - from_definition(rho, "G")).max()
assert max(err_gamma, err_Q, err_G) < 1e-12
low_random = lowest(D)
assert low_random.min() > -1e-12
traces = [np.trace(mat(T)).real for T in (D, Q, G)]
assert np.allclose(traces, [N * (N - 1), (r - N) * (r - N - 1), N * (r - N + 1)])
assert np.allclose(np.einsum('ijkj->ik', Q), (r - N - 1) * (eye - gamma.T))
assert np.allclose(np.einsum('ijkj->ik', G), (r - N + 1) * gamma)

# general pair operator plus constant: the norm splits into the three forms
c, d, g = (rng.normal(size=r * r) + 1j * rng.normal(size=r * r) for _ in range(3))
z = 0.7 - 1.1j
O = (np.tensordot(c, right["D"], 1) + np.tensordot(d, right["Q"], 1)
     + np.tensordot(g, right["G"], 1) + z * np.eye(dim))
norm_direct = np.trace(rho @ O.conj().T @ O).real
h = g + z / N * eye.ravel()
forms = [(v.conj() @ mat(T) @ v).real for v, T in ((c, D), (d, Q), (h, G))]
assert abs(norm_direct - sum(forms)) < 1e-9 * norm_direct

# covariance of particle-hole operators is a Schur complement of G
u = eye.ravel()
Gu = mat(G) @ u
assert np.allclose(Gu, N * gamma.ravel()) and np.isclose((u @ Gu).real, N ** 2)
means = np.array([np.trace(rho @ x) for x in left["G"]])
covariance = mat(from_definition(rho, "G")) - np.outer(means, means.conj())
assert np.allclose(covariance, mat(G) - np.outer(Gu, Gu.conj()) / (u @ Gu).real)
assert np.linalg.eigvalsh(covariance)[0] > -1e-12

# mixed particle number: identities survive with the true gamma, contraction fails
rho_mix = random_density(np.arange(dim), 3)
D_mix, gamma_mix = from_definition(rho_mix, "D"), gamma_direct(rho_mix)
assert np.allclose(map_Q(D_mix, gamma_mix), from_definition(rho_mix, "Q"))
assert np.allclose(map_G(D_mix, gamma_mix), from_definition(rho_mix, "G"))
err_mix = abs(contract(D_mix) - gamma_mix).max()
assert err_mix > 1e-2

# ---------- two-island example ----------
def diagonal_D(p):
    T = np.zeros((r, r, r, r))
    for i, j in pairs:
        if i != j:
            T[i, j, i, j], T[i, j, j, i] = p[i, j], -p[i, j]
    return T

same = np.kron(np.eye(2), np.ones((3, 3))).astype(bool)

def island_D(a_in):
    return diagonal_D(np.where(same, a_in, (1 - 2 * a_in) / 3))

def energy(T):
    """<H>/E_C from the 2-RDM."""
    n_A = np.trace(contract(T)[:3, :3]).real
    return n_A + np.einsum('ijij->', T[:3, :3, :3, :3]).real - 3 * n_A + 9 / 4

N_A, N_B = occ_all[:, :3].sum(axis=1), occ_all[:, 3:].sum(axis=1)
H = np.diag((N_A - 1.5) ** 2)
assert np.isclose(energy(D), np.trace(rho @ H).real)
exact = np.linalg.eigvalsh(H[np.ix_(sector, sector)])[0]
g_half = np.diag([.5, .5, .5, -.5, -.5, -.5]).ravel()

for a_in in np.linspace(0, 0.5, 21):
    T = island_D(a_in)
    c_out = (1 - 2 * a_in) / 3
    predicted = [min(a_in, c_out)] * 2 + [min(4 * a_in - .5, .5 - a_in, .5 - c_out)]
    assert np.allclose(lowest(T), predicted, atol=1e-12)
    assert np.isclose(energy(T), 6 * a_in - 0.75)
assert lowest(island_D(0.51))[0] < 0 and lowest(island_D(-0.01))[0] < 0
a_G = brentq(lambda x: lowest(island_D(x))[2], 0.0, 0.19, xtol=1e-14)
assert abs(a_G - 1 / 8) < 1e-10

# exact range of a_in: linear program over weights of all determinants
rows, rhs = [], []
for i, j in itertools.combinations(range(r), 2):
    rows.append(np.append(occ[:, i] * occ[:, j], -1.0 if same[i, j] else 2 / 3))
    rhs.append(0.0 if same[i, j] else 1 / 3)
rows.append(np.append(np.ones(len(sector)), 0.0))
rhs.append(1.0)
limits = []
for direction in (1, -1):
    cost = np.append(np.zeros(len(sector)), direction)
    lp = linprog(cost, A_eq=np.array(rows), b_eq=rhs,
                 bounds=[(0, None)] * len(sector) + [(None, None)], method="highs")
    assert lp.status == 0
    limits.append(lp.x[-1])
assert np.allclose(limits, [1 / 6, 1 / 2], atol=1e-7)
assert limits[0] > a_G + 0.04

condensate = np.zeros((r, r))
condensate[0, 3] = condensate[3, 0] = N * (N - 1) / 2
trials = [("pair condensate", diagonal_D(condensate)), ("a = 0", island_D(0.0)),
          ("a = G limit", island_D(a_G)), ("a = exact limit", island_D(limits[0]))]
for T in [D] + [t for _, t in trials]:
    form = (g_half @ mat(map_G(T, contract(T))) @ g_half).real
    assert np.isclose(form, energy(T), atol=1e-9)
low = [lowest(T) for _, T in trials]
assert low[0][0] > -1e-12 and low[0][1] < -0.1 and low[0][2] < -0.1
assert low[1][:2].min() > -1e-12 and low[1][2] < -0.1
assert low[2].min() > -1e-9 and low[3].min() > -1e-9
assert abs(energy(trials[2][1])) < 1e-9
assert np.isclose(energy(trials[3][1]), exact, atol=1e-6)

# ---------- output ----------
def clean(x, digits=6):
    return round(float(x), digits) + 0.0

print(f"spin-orbitals r = {r}, fermions N = {N}, determinants = {len(sector)}")
print("Random complex ensemble (dimensionless):")
print(f"  largest error of gamma from D: {err_gamma:.1e}")
print(f"  largest error of Q map: {err_Q:.1e}, of G map: {err_G:.1e}")
print("  traces of D, Q, G (all i,j):", [clean(t) for t in traces])
print("  lowest eigenvalues D, Q (i<j), G:", [clean(x, 5) for x in low_random])
print(f"  <O+O> direct: {norm_direct:.6f}")
print("  D, Q, G parts:", [clean(x) for x in forms], f"sum {sum(forms):.6f}")
print(f"Mixed particle number: error of contracted gamma = {err_mix:.3f}")
print(f"Two islands, charging energy E_C = {E_C:.2e} J")
print(f"  smallest a allowed by G: {a_G:.6f}")
print(f"  exact range of a (linear program): {limits[0]:.6f} to {limits[1]:.6f}")
print("Trial matrices: lowest eigenvalue of D, Q (i<j), G; energy in E_C")
for (name, T), values in zip(trials, low):
    print(f"  {name:16s}", " ".join(f"{clean(v):9.6f}" for v in values),
          f" E = {clean(energy(T)):9.6f}")
print(f"  condensate: largest occupation = {contract(trials[0][1]).max():.4f}")
T = trials[2][1]
Q_T, G_T = map_Q(T, contract(T)), map_G(T, contract(T))
print("At the G limit (levels 1-3 on A, 4-6 on B):")
print(f"  occupation n_1 = {contract(T)[0, 0]:.4f}")
print(f"  D_12,12 = {T[0, 1, 0, 1]:.4f}, D_14,14 = {T[0, 3, 0, 3]:.4f}")
print(f"  Q_12,12 = {Q_T[0, 1, 0, 1]:.4f}, Q_14,14 = {Q_T[0, 3, 0, 3]:.4f}")
print(f"  G_12,12 = {G_T[0, 1, 0, 1]:.4f}, G_14,14 = {G_T[0, 3, 0, 3]:.4f}")
print(f"  G_11,11 = {G_T[0, 0, 0, 0]:.4f}, G_11,22 = {G_T[0, 0, 1, 1]:.4f},"
      f" G_11,44 = {G_T[0, 0, 3, 3]:.4f}")
levels, counts = np.unique(np.round(np.linalg.eigvalsh(mat(G_T)), 6) + 0.0,
                           return_counts=True)
print("  G eigenvalue x multiplicity:",
      ", ".join(f"{v:.4f} x {m}" for v, m in zip(levels, counts)))
print(f"Lowest energy allowed by D, Q, G: {clean(energy(T)) * E_C:.3e} J")
print(f"Exact ground energy: {exact * E_C:.3e} J"
      f" = {exact * E_C / elementary_charge * 1e3:.4f} meV")
print("ALL CHECKS PASSED")
```

It prints:

```
spin-orbitals r = 6, fermions N = 3, determinants = 20
Random complex ensemble (dimensionless):
  largest error of gamma from D: 5.6e-17
  largest error of Q map: 1.4e-16, of G map: 1.1e-16
  traces of D, Q, G (all i,j): [6.0, 6.0, 12.0]
  lowest eigenvalues D, Q (i<j), G: [0.0163, 0.02096, 0.03675]
  <O+O> direct: 47.048104
  D, Q, G parts: [6.900838, 13.96041, 26.186857] sum 47.048104
Mixed particle number: error of contracted gamma = 0.185
Two islands, charging energy E_C = 1.00e-22 J
  smallest a allowed by G: 0.125000
  exact range of a (linear program): 0.166667 to 0.500000
Trial matrices: lowest eigenvalue of D, Q (i<j), G; energy in E_C
  pair condensate   0.000000 -0.500000 -1.500000  E = -0.750000
  a = 0             0.000000  0.000000 -0.500000  E = -0.750000
  a = G limit       0.125000  0.125000  0.000000  E =  0.000000
  a = exact limit   0.166667  0.166667  0.166667  E =  0.250000
  condensate: largest occupation = 1.5000
At the G limit (levels 1-3 on A, 4-6 on B):
  occupation n_1 = 0.5000
  D_12,12 = 0.1250, D_14,14 = 0.2500
  Q_12,12 = 0.1250, Q_14,14 = 0.2500
  G_12,12 = 0.3750, G_14,14 = 0.2500
  G_11,11 = 0.5000, G_11,22 = 0.1250, G_11,44 = 0.2500
  G eigenvalue x multiplicity: 0.0000 x 1, 0.2500 x 18, 0.3750 x 16, 1.5000 x 1
Lowest energy allowed by D, Q, G: 0.000e+00 J
Exact ground energy: 2.500e-23 J = 0.1560 meV
ALL CHECKS PASSED
```
